# Lindhard-based kinetic functionals for model Al, Mg and Si crystals, part 1

(Sections cited here and not found follow in the second part.)

## Definitions and conventions

Hartree atomic units are used. The electrons are spin-unpolarised and feel a local pseudopotential \(v(\mathbf r)\). Periodic functions are written \(n(\mathbf r)=n_0+\sum_{\mathbf G\neq0}n_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}\). Angle brackets denote a cell average, and lower-case \(e,t,w\) are energies per volume. The mean density fixes \(k_F=(3\pi^2n_0)^{1/3}\), \(E_F=k_F^2/2\) and \(\eta=q/2k_F\). The energy is \(E=T+E_H+E_{xc}+\int vn\). Kohn–Sham (KS) theory uses the exact non-interacting \(T_s[n]\); orbital-free theory replaces it by an explicit functional and keeps the rest.

The static response of the free gas is defined by \(n_{\mathbf q}=\chi(q)u_{\mathbf q}\) to first order in a potential \(u\). A functional is called Lindhard-based if its second variation at \(n_0\) equals \(-1/\chi(q)\). The Wang–Teter, Perrot, Smargiassi–Madden and Wang–Govind–Carter functionals are of this kind. The one worked out here is Wang–Teter (WT):
\[
t_{WT}=\Big\langle C n^{5/3}+\frac{|\nabla n|^2}{8n}+c\,C\,n^{5/6}\,\hat K n^{5/6}\Big\rangle ,\qquad C=\tfrac3{10}(3\pi^2)^{2/3},
\]
where \(\hat K\) multiplies each Fourier component by \(K(\eta)\), and \(t_0=Cn_0^{5/3}=\tfrac3{10}k_F^2n_0\). "Failure" for Si means much larger errors and a qualitatively wrong long-wave response. Errors from forcing a local pseudopotential on Si are a separate matter and are excluded, because both theories get the same potential.

## The free gas in a one-dimensional potential

Let \(u\) depend on \(z\) only, with zero mean. The levels are \(\varepsilon(k)+x\), with \(x=k_\perp^2/2\) and \(d^2k_\perp/(2\pi)^2=dx/2\pi\). Since \(\int_0^{\mu-\varepsilon}(x+\varepsilon-\mu)\,dx=-\tfrac12(\mu-\varepsilon)^2\), the grand potential, with spin factor 2 and measure \(dk/2\pi\), is
\[
w=-\frac1{4\pi^2}\int dk\sum_{\rm bands}(\mu-\varepsilon)_+^2 .
\]
Put \(\varepsilon=k^2/2+\varepsilon_2+\varepsilon_3\) in the extended zone (\(\varepsilon_1=0\) for zero mean). The term \(\varepsilon_2^2\) is of fourth order, and the shift of the limits does not contribute at the orders kept because the integrand vanishes quadratically there. With \(\mu=E_F\),
\[
w_2+w_3=\frac1{2\pi^2}\int_{-k_F}^{k_F}dk\,\tfrac12(k_F^2-k^2)(\varepsilon_2+\varepsilon_3).
\]
For \(u=2u_1\cos Gz\) the denominators are \(D_m=\tfrac12k^2-\tfrac12(k+mG)^2=-mG(k+mG/2)\), and \(\varepsilon_2=u_1^2(1/D_1+1/D_{-1})\).

When \(G<2k_F\) these have poles inside the range. Near a pole take the two waves \(-G/2+\kappa\) and \(G/2+\kappa\), with energies \(\bar\varepsilon\mp d\), \(\bar\varepsilon=G^2/8+\kappa^2/2\), \(d=\kappa G/2\). Exactly, \(\varepsilon_\pm=\bar\varepsilon\pm\sqrt{d^2+u_1^2}\), and if both lie below \(\mu\),
\[
\sum_\pm(\mu-\varepsilon_\pm)^2=2(\mu-\bar\varepsilon)^2+2d^2+2u_1^2 .
\]
The square root drops out. The perturbative pair gives \((\mu-\bar\varepsilon+d)(-u_1^2/2d)+(\mu-\bar\varepsilon-d)(u_1^2/2d)=-u_1^2\), which after the prefactors \(1/2\pi^2\) and \(-1/4\pi^2\) is the same shift. The poles cancel between partners, and since the integrand is even in \(k\) this pairing is the principal value. A zone plane cutting the Fermi sphere therefore leaves no singular term at this order. The argument needs \(|u_1|<|E_F-G^2/8|\), so that \(\mu\) is outside the gap at the plane; this condition alone does not make the expansion in \(u_1\) converge.

Define \(I(a)={\rm PV}\!\int_{-k_F}^{k_F}\frac{k_F^2-k^2}{2(k-a)}dk\). Writing \(k_F^2-k^2=(k_F^2-a^2)-(k-a)(k+a)\) gives
\[
I(a)=\tfrac12\Big[(k_F^2-a^2)\ln\Big|\frac{k_F-a}{k_F+a}\Big|-2ak_F\Big],\qquad I(-a)=-I(a).
\]
Then \(w_2=\frac{u_1^2}{2\pi^2G}[I(G/2)-I(-G/2)]=u_1^2I(G/2)/\pi^2G\). The Hellmann–Feynman theorem gives \(\partial w/\partial u_1=\langle 2n\cos Gz\rangle=2\chi u_1\), so \(w_2=\chi u_1^2\). With \(a=k_F\eta\),
\[
\chi(G)=\frac{I(G/2)}{\pi^2G}=-\frac{k_F}{\pi^2}F(\eta),\qquad F=\frac12+\frac{1-\eta^2}{4\eta}\ln\Big|\frac{1+\eta}{1-\eta}\Big| .
\]
Expanding the logarithm, \(F\approx1-\eta^2/3\) for small \(\eta\) and \(F\approx1/3\eta^2+1/15\eta^4\) for large \(\eta\). At fixed particle number \(e=w+\mu n_0\) is stationary in \(\mu\). The shift of \(\mu\) is of second order in \(u\), so it changes \(e\) at fourth order, and \(e_2=w_2\), \(e_3=w_3\).

## Second order: the two theories coincide

Expand \(t=t_0+\tfrac12\sum\Phi(G)|n_{\mathbf G}|^2+\dots\). There is no linear term, because \(\delta T/\delta n\) is constant in the uniform gas and the particle number is fixed. Minimising \(t+\langle un\rangle\) gives \(\Phi n_{\mathbf G}+u_{\mathbf G}=0\), so for \(T_s\) one has \(\Phi=-1/\chi=\pi^2/k_FF\).

For WT put \(n=n_0(1+\delta)\). The Thomas–Fermi (TF) term gives \(\tfrac12\cdot\tfrac53\cdot\tfrac23\,t_0\langle\delta^2\rangle=\tfrac59t_0\langle\delta^2\rangle\), and \(\tfrac59t_0/n_0^2=k_F^2/6n_0=\pi^2/2k_F\). The von Weizsäcker (vW) term gives \(q^2/8n_0=k_F^2\eta^2/2n_0=3\eta^2\,\pi^2/2k_F\) per \(|n_{\mathbf q}|^2\). In the nonlocal term \(n^{5/6}=n_0^{5/6}(1+\alpha\delta+\beta\delta^2+\dots)\) with \(\alpha=\tfrac56\), \(\beta=\tfrac12\alpha(\alpha-1)=-\tfrac5{72}\). If \(K(0)=0\), every product containing the constant 1 vanishes, since \(\hat K1=0\) and \(\langle\hat Kf\rangle=0\). What remains is \(c\,\alpha^2t_0\langle\delta\hat K\delta\rangle\). Choosing \(c\,\alpha^2=\tfrac59\), that is \(c=\tfrac45\), gives it the TF prefactor, and \(\Phi=(\pi^2/k_F)(1+3\eta^2+K)\). Matching \(\pi^2/k_FF\) requires
\[
K=1/F-1-3\eta^2 ,
\]
which behaves as \(-\tfrac83\eta^2\) at small \(\eta\), so \(K(0)=0\) as assumed, and tends to \(-\tfrac85\) at large \(\eta\). There \(cK=-\tfrac{32}{25}\) outweighs the TF term, so WT can favour collapse of many electrons into a small region. WT results below are the local minimum reached from the uniform density.

Add the Hartree and local exchange-correlation kernels, \(U=4\pi/G^2+f_{xc}\) with \(f_{xc}=e_{xc}''(n_0)\). The quadratic energy is \(\sum[\tfrac12(U-1/\chi)|n_{\mathbf G}|^2+v_{\mathbf G}^*n_{\mathbf G}]\). Its minimum has \((U-1/\chi)n_{\mathbf G}=-v_{\mathbf G}\); multiplying by \(-\chi\),
\[
n_{\mathbf G}=\frac{\chi v_{\mathbf G}}{\epsilon},\qquad \epsilon=1-U\chi,\qquad e_2=\tfrac12\sum v^*_{\mathbf G}n_{\mathbf G}=\tfrac12\sum_{\mathbf G\ne0}|v_{\mathbf G}|^2\frac{\chi}{\epsilon}.
\]
This \(e_2\) is the band-structure energy of second-order pseudopotential perturbation theory, and the screened potential is \(u=v+Un=v/\epsilon\). Only \(\Phi\) entered, so KS theory and every Lindhard-based functional share the second-order energy and the first-order density. This does not make the functional second-order theory: it is nonlinear and produces its own higher orders.

## Third order: the equivalence ends

Let \(v\to\lambda v\) and \(n-n_0=\lambda n^{(1)}+\lambda^2n^{(2)}+\dots\). The \(\lambda^3\) terms are the cubic part of the functional on \(n^{(1)}\), plus \(\sum[(U-1/\chi)n^{(1)}+v]^*n^{(2)}\). The bracket vanishes by the first-order equation. So \(e_3\) is the cubic part of \(t+e_{xc}\) evaluated on \(n^{(1)}\); \(E_H\) has none. Applied to free electrons in the screened \(u\), which have the same \(n^{(1)}=\chi u\), this says that the cubic part \(T_3\) of \(t_s\) equals \(w_3[u]\).

Take \(u=2u_1\cos Gz+2u_2\cos2Gz\). In \(\varepsilon_3=\sum uuu/DD\) the closed paths have steps \((G,G,-2G)\) in three orders, and their negatives. The intermediate states are \((1,2),(1,-1),(-2,-1)\) and \((-1,-2),(-1,1),(2,1)\), so
\[
\varepsilon_3=2u_1^2u_2\Big[\frac1{D_1D_2}+\frac1{D_1D_{-1}}+\frac1{D_{-1}D_{-2}}\Big].
\]
All poles are simple and cancel between degenerate partners as before. Partial fractions give
\[
\frac1{D_1D_2}=\frac1{G^3}\Big[\frac1{k+G/2}-\frac1{k+G}\Big],\qquad
\frac1{D_{-1}D_{-2}}=\frac1{G^3}\Big[\frac1{k-G}-\frac1{k-G/2}\Big],
\]
\[
\frac1{D_1D_{-1}}=-\frac1{G^3}\Big[\frac1{k-G/2}-\frac1{k+G/2}\Big].
\]
With \(I\) odd, the first two each integrate to \([I(G)-I(G/2)]/G^3\) and the third to \(-2I(G/2)/G^3\). The sum is \([2I(G)-4I(G/2)]/G^3\). Using \(I(G)=2\pi^2G\chi(2G)\) and \(I(G/2)=\pi^2G\chi(G)\), and the prefactor \(2u_1^2u_2/2\pi^2\),
\[
T_3^{\rm exact}=\frac4{G^2}\,[\chi(2G)-\chi(G)]\,u_1^2u_2 .
\]

For WT let \(b_1=\chi(G)u_1/n_0\) and \(b_2=\chi(2G)u_2/n_0\) be the amplitudes of \(\delta\). The same six triples give \(\langle\delta^3\rangle=6b_1^2b_2\). The TF coefficient is \(\tfrac16\cdot\tfrac53\cdot\tfrac23\cdot(-\tfrac13)=-\tfrac5{81}\), giving \(-\tfrac{10}{27}t_0b_1^2b_2\). The vW term \(n_0\delta'^2/8(1+\delta)\) has cubic part \(-\tfrac18n_0\langle\delta\delta'^2\rangle\). By parts \(\langle\delta\delta'^2\rangle=-\tfrac12\langle\delta^2\delta''\rangle=\tfrac12\cdot2(4+1+1)G^2b_1^2b_2\), giving \(-\tfrac34n_0G^2b_1^2b_2\). The nonlocal cubic part is \(\tfrac45t_0\cdot2\alpha\beta\langle\delta^2\hat K\delta\rangle\) with \(\langle\delta^2\hat K\delta\rangle=2(K_2+2K_1)b_1^2b_2\), where \(K_1,K_2\) belong to \(G,2G\), and \(\tfrac45\cdot2\cdot\tfrac56\cdot(-\tfrac5{72})\cdot2=-\tfrac5{27}\). Hence
\[
T_3^{WT}=b_1^2b_2\Big\{-\tfrac{10}{27}t_0-\tfrac34n_0G^2-\tfrac5{27}t_0(K_2+2K_1)\Big\}.
\]
Both theories add \(\tfrac16e_{xc}'''n_0^3\cdot6b_1^2b_2\). For Dirac exchange \(f_x\propto n^{-2/3}\), so \(e_x'''=-\tfrac23f_x/n_0\).

As \(G\to0\) the two agree. In the exact form \(\chi(2G)-\chi(G)\to(k_F/\pi^2)(4-1)\eta^2/3=G^2/4\pi^2k_F\), so the coefficient of \(u_1^2u_2\) is \(1/\pi^2k_F\). In WT \(b\to-3u/k_F^2\), and \((-27/k_F^6)(-\tfrac{10}{27})t_0=10t_0/k_F^6=1/\pi^2k_F\). At finite \(G\) nothing enforces agreement.

Take the Al density, \(n_0=0.02680\), \(k_F=0.9258\), and \(G=1.4226\) (\(G^2=2.024\)), with exchange only and bare potential \(\lambda(2\cos Gz+2\cos2Gz)\). Then \(\chi(G)=-0.07232\), \(\chi(2G)=-0.01464\), \(f_x=-3.665\). The screening is \(\epsilon(G)=1+(6.209-3.665)(0.07232)=1.1840\) and \(\epsilon(2G)=1+(1.552-3.665)(0.01464)=0.9691\). So \(e_2/\lambda^2=-0.07232/1.1840-0.01464/0.9691=-0.0762\); self-consistent KS and WT calculations both give \(-0.076187\). At third order,
\[
T_3^{\rm exact}/\lambda^3=\frac{(4/2.024)(0.05768)}{1.1840^2\times0.9691}=0.0839 .
\]
Per unit \(\lambda\), \(b_1=-0.07232/(1.1840\times0.02680)=-2.279\), \(b_2=-0.564\) and \(b_1^2b_2=-2.93\). With \(t_0=0.006893\), \(K_1=-1.4736\), \(K_2=-1.6736\) the brace is \(-0.00255-0.04068+0.00590=-0.03733\), so \(T_3^{WT}/\lambda^3=0.1093\). The vW piece dominates and the nonlocal piece removes too little of it: WT is \(0.10926/0.08393=1.30\) times the exact value. Adding exchange, \(-0.00514\), gives \(0.07879\) and \(0.10413\), both reproduced numerically.

Kohn–Sham theory and every Lindhard-based functional share the second-order energy and the first-order density, but nothing enforces agreement at third order, where the Wang–Teter kinetic term is 1.30 times the exact one in the slab example. It remains to see how strong the potentials are in Al, Mg and Si, how large the resulting errors become, and how the response of a gapped crystal differs.
